# Low-field resistance of a hemispherical amorphous shell in a phase-change cell

## Result

A hemispherical metallic heater tip of radius \(a\) is covered by a concentric amorphous half-shell of outer radius \(b\), thickness \(u=b-a\) and uniform resistivity \(\rho\). Its low-field resistance is

\[
R(u)=\frac{\rho}{2\pi}\left(\frac1a-\frac1b\right)=\frac{\rho}{2\pi a}\,\frac{u}{a+u},
\qquad
R_\infty=\lim_{u\to\infty}R(u)=\frac{\rho}{2\pi a}.
\]

With \(\rho\) in Ω cm and lengths in nm, use \(R\,[\text{M}\Omega]=\dfrac{10\,\rho}{2\pi}\left(\dfrac1a-\dfrac1b\right)\), because 1 Ω cm/nm is \(10^7\) Ω, or 10 MΩ.

The coefficient \(1/(2\pi)\) belongs to a hemispherical tip. A flat disc heater has a different coefficient, derived below.

## Assumptions

The tip protrudes through a flat insulating plane, which carries no current. The tip is an equipotential at voltage \(V>0\). The crystalline material beyond \(r=b\) conducts so much better than the amorphous shell that the surface \(r=b\) is an equipotential, taken as zero. Here \(r\) is the distance from the centre of the contact.

Within the shell the current density \(\mathbf J\) and the electric field \(\mathbf F\) obey Ohm's law,

\[
\mathbf J=\frac{\mathbf F}{\rho},\qquad \mathbf F=-\nabla\phi .
\]

This is the meaning of low field. The local law departs from this form where the field becomes comparable with the scale \(F_0\) introduced later; the effect on the total current depends on the shell thickness and is sized below. There is no contact barrier and no space charge in this ohmic model.

## Derivation

In steady state no charge accumulates, so \(\nabla\cdot\mathbf J=0\). Since \(\rho\) is uniform, this gives Laplace's equation, \(\nabla^2\phi=0\), in \(a<r<b\). The boundary conditions are \(\phi(a)=V\), \(\phi(b)=0\), and zero normal derivative on the insulating plane.

Try a potential that depends on \(r\) alone. Its gradient points along the radius. At any point of the insulating plane the radius lies in that plane, so the normal derivative vanishes there, as required.

A radial solution is also the one solution. Suppose that \(\phi_1\) and \(\phi_2\) both satisfy the equation and the boundary conditions, and let \(w=\phi_1-\phi_2\). Since \(\nabla^2w=0\), the divergence theorem gives

\[
\int|\nabla w|^2\,dV_{\rm vol}=\int\nabla\cdot(w\nabla w)\,dV_{\rm vol}
=\oint w\,\frac{\partial w}{\partial n}\,dS=0 .
\]

The surface integral vanishes because \(w=0\) on both hemispheres and \(\partial w/\partial n=0\) on the plane. Hence \(w\) is constant, and the constant is zero because \(w\) vanishes on the hemispheres.

Let \(I\) be the total current from the tip outwards. The same current crosses every hemisphere, whose area is half that of a sphere, \(2\pi r^2\). Therefore

\[
J(r)=\frac{I}{2\pi r^2},\qquad
F(r)=\rho J(r)=\frac{\rho I}{2\pi r^2}.
\]

The field is \(F=-d\phi/dr\), so the voltage drop from the tip to the outer surface is

\[
V=\phi(a)-\phi(b)=\int_a^bF\,dr
=\frac{\rho I}{2\pi}\left[-\frac1r\right]_a^b
=\frac{\rho I}{2\pi}\left(\frac1a-\frac1b\right).
\]

Division by \(I\) gives the first form of \(R\). For the second form, put the two fractions over a common denominator:

\[
\frac1a-\frac1b=\frac{b-a}{ab}=\frac{u}{a(a+u)} .
\]

The same result can be read as a sum of thin layers in series. A layer of thickness \(dr\) and area \(2\pi r^2\) contributes \(dR=\rho\,dr/(2\pi r^2)\). The area grows as \(r^2\), so the contributions of distant layers fall fast enough for their sum to converge. This is the cause of the saturation.

## Potential and contact field

Integrating the field from \(r\) to \(b\) instead of from \(a\) to \(b\), and dividing by the total drop, gives

\[
\phi(r)=V\,\frac{1/r-1/b}{1/a-1/b}.
\]

The field is largest at the contact, where \(r=a\). From \(I=V/R\),

\[
F(a)=\frac{\rho}{2\pi a^2}\,\frac VR
=\frac{V}{a^2(1/a-1/b)}
=\frac{V}{a(1-a/b)} .
\]

At fixed voltage, a thicker shell has a smaller contact field, but the field tends to \(V/a\) and not to zero. The average field \(V/u\) therefore understates the contact field, by the factor \(F(a)/(V/u)=b/a\).

## Thin and thick shells

For \(u\ll a\), the denominator \(a+u\) is close to \(a\), and

\[
R\simeq\frac{\rho u}{2\pi a^2}.
\]

This is a slab of thickness \(u\) and area \(2\pi a^2\), the area of the hemispherical contact. The ratio of the full formula to this estimate is \(1/(1+u/a)\), so the slab estimate is too high at every finite thickness.

For a thick shell, the fraction missing from the limit is

\[
1-\frac{R}{R_\infty}=1-\frac{u}{a+u}=\frac{a}{a+u}=\frac ab .
\]

Half the limit is reached at \(u=a\), and nine tenths at \(u=9a\). The approach is slow: the missing fraction falls only as the inverse of the outer radius.

Saturation also limits how well a thickness can be inferred from a resistance. Solving for \(u\) at known \(a\) and \(\rho\) gives

\[
R(a+u)=R_\infty u
\quad\Longrightarrow\quad
u=\frac{aR}{R_\infty-R}.
\]

Differentiating with \(a\) and \(\rho\) held fixed,

\[
\frac{du}{dR}=\frac{a(R_\infty-R)+aR}{(R_\infty-R)^2}
=\frac{aR_\infty}{(R_\infty-R)^2},
\qquad
\frac Ru\,\frac{du}{dR}=\frac{R_\infty}{R_\infty-R}=\frac ba .
\]

A small relative error in \(R\) is thus multiplied by \(b/a\) in the inferred thickness.

## Resistance of the crystalline surroundings

Let the crystalline material have resistivity \(\rho_c\) and end at a concentric electrode of radius \(c\). The spherical symmetry is kept, and the same current crosses both regions. Their voltage drops add:

\[
R_{\rm total}=\frac{\rho}{2\pi}\left(\frac1a-\frac1b\right)
+\frac{\rho_c}{2\pi}\left(\frac1b-\frac1c\right).
\]

For a distant electrode the second term becomes \(\rho_c/(2\pi b)\). It vanishes as \(b\) grows, so the limit \(\rho/(2\pi a)\) is unchanged. With an electrode of another shape, the surface \(r=b\) is an equipotential only approximately, and a small ratio \(\rho_c/\rho\) is what justifies the model.

## A flat disc heater

A heater may instead end in a flat face. For a disc of radius \(a\) set in the insulating plane, use coordinates \(\mu\ge0\) and \(0\le\theta\le\pi/2\), with distance \(s\) from the axis and height \(z\) given by

\[
s=a\cosh\mu\,\sin\theta,\qquad z=a\sinh\mu\,\cos\theta .
\]

The disc is \(\mu=0\), and the plane outside it is \(\theta=\pi/2\). Differentiation shows that the two coordinate directions are orthogonal and share the length factor \(h=a\sqrt{\sinh^2\mu+\cos^2\theta}\).

Take \(\phi=\phi(\mu)\). The field is \(-\phi'(\mu)/h\), and a ring of width \(h\,d\theta\) has area \(2\pi a\cosh\mu\,\sin\theta\,h\,d\theta\). The current through the ring is

\[
dI=-\frac{2\pi a}{\rho}\cosh\mu\,\phi'(\mu)\,\sin\theta\,d\theta .
\]

The factor \(h\) has cancelled. Current is conserved along each tube of fixed \(\theta\) if \(\cosh\mu\,\phi'\) is constant. No current crosses the insulating plane, because the field there points along \(\mu\), within the plane. Integrating over \(\theta\), with \(\int_0^{\pi/2}\sin\theta\,d\theta=1\), gives \(I=-(2\pi a/\rho)\cosh\mu\,\phi'\). With zero potential at infinity and \(t=\sinh\mu\),

\[
V=\frac{\rho I}{2\pi a}\int_0^\infty\frac{d\mu}{\cosh\mu}
=\frac{\rho I}{2\pi a}\int_0^\infty\frac{dt}{1+t^2}
=\frac{\rho I}{4a}.
\]

The thick-shell limit for a disc is therefore \(\rho/(4a)\), larger than the hemispherical limit by \(\pi/2\approx1.57\) at equal radius. For a finite hemispherical dome, an estimate is \(\rho/(4a)-\rho/(2\pi b)\): the second term removes the resistance of the region beyond \(b\), where the current is nearly radial when \(b\gg a\). The estimate is too high by about 0.1% at \(b/a=2.5\), 2% at \(b/a=1.5\) and 6% at \(b/a=1.25\).

## When the field is no longer low

To size the departure from Ohm's law, take the hopping model

\[
J=\frac{F_0}{\rho}\sinh\frac F{F_0},\qquad F_0=\frac{2k_BT}{e\,\Delta z},
\]

where \(\Delta z\) is the trap spacing, \(T\) the temperature and \(e\) the elementary charge. For \(F\ll F_0\) it reduces to \(J=F/\rho\). The current density is still \(I/(2\pi r^2)\), so inversion of the law gives

\[
V=\int_a^bF_0\,\operatorname{arsinh}\!\left(\frac{\rho I}{2\pi r^2F_0}\right)dr .
\]

Let \(x=F(a)/F_0\), with \(F(a)\) taken from the ohmic solution. To leading order in the correction, the argument is \(xa^2/r^2\). Using \(\operatorname{arsinh}y\simeq y-y^3/6\),

\[
V\simeq IR-\frac{F_0x^3a^6}{6}\int_a^b\frac{dr}{r^6}
=IR-\frac{F_0x^3a}{30}\left[1-\left(\frac ab\right)^5\right].
\]

The ohmic solution also gives \(V=F_0x\,a(1-a/b)\). Dividing by this \(V\) and rearranging,

\[
\frac{I}{V/R}-1\simeq\frac{x^2}{30}\,
\frac{1-(a/b)^5}{1-a/b}.
\]

The current exceeds the ohmic value, so the apparent resistance \(V/I\) is lower than \(R\). In the thick-shell limit at fixed voltage the excess tends to \(x^2/30\) with \(x=V/(aF_0)\). It does not vanish, because the contact field does not vanish. For a thick shell the voltage scale of the departure is thus \(aF_0\), and further thickening does not raise it: the full integral gives an excess of about 3% at \(V=aF_0\) and about 9.5% at \(V=2aF_0\). For \(u\ll a\) the excess tends to \(x^2/6\) with \(x\simeq V/(uF_0)\), so the scale is the smaller voltage \(uF_0\).

## Worked example

The parameters are rough typical values for a mushroom-shaped Ge₂Sb₂Te₅ cell: \(a=20\) nm, \(u=30\) nm, \(b=50\) nm, \(\rho=100\) Ω cm, a read voltage of 0.1 V and a temperature of 300 K. The limit and the resistance are

\[
R_\infty=\frac{10\times100}{2\pi\times20}\ \text{M}\Omega=7.96\ \text{M}\Omega,
\qquad
R=7.96\times\frac{30}{50}\ \text{M}\Omega=4.77\ \text{M}\Omega .
\]

The read current is \(0.1\ \text{V}/4.775\ \text{M}\Omega=20.9\) nA. The contact field is

\[
F(a)=\frac{0.1\ \text V}{20\ \text{nm}\times0.6}
=0.0083\ \text{V/nm}=0.083\ \text{MV/cm}.
\]

With \(a\) and \(\rho\) fixed, the resistance varies with thickness as follows.

| \(u\) (nm) | \(R\) (MΩ) | slab estimate (MΩ) | \(R/R_\infty\) |
|---:|---:|---:|---:|
| 5 | 1.59 | 1.99 | 0.20 |
| 20 | 3.98 | 7.96 | 0.50 |
| 30 | 4.77 | 11.94 | 0.60 |
| 60 | 5.97 | 23.87 | 0.75 |
| 180 | 7.16 | 71.62 | 0.90 |

These are low-field values. A thin shell leaves the low-field regime at a smaller voltage: at \(u=5\) nm and 0.1 V, the hopping model with the trap spacing used below gives \(x=2.4\) and a current about 76% above the ohmic one, and such a shell is only one trap spacing thick.

Doubling the thickness from 30 to 60 nm raises the resistance by 25%, whereas the slab estimate doubles. At \(u=30\) nm the error multiplier is \(b/a=2.5\), so a 2% error in resistance becomes about 5% in the inferred thickness.

A finite-element solution of Laplace's equation, which does not assume a radial potential, also gives 4.775 MΩ for the example. Its potential differs from the derived one by at most \(1.4\times10^{-4}\) of \(V\). At \(b/a=20\) it gives \(R/R_\infty=0.9499\), against 0.95 from the formula. The numerical output follows this text.

## Size of the neglected effects

**Heater shape.** For a flat disc with the same \(a\) and \(b\), the finite-element resistance is 9.30 MΩ on the mesh used. This is about 0.01 MΩ low, because the field is singular at the rim of the disc; the converged value is 9.31 MΩ, or 1.95 times the hemispherical value. The estimate above gives \(12.50-3.18=9.32\) MΩ. The ratio depends on what is held fixed: a disc of the same radius under a dome 30 nm high gives 1.48 times the hemispherical value, and a disc of the same contact area with \(b=50\) nm gives 1.18 times. The hemispherical formula should not be used for a flat heater merely by inserting its radius.

**Temperature.** If \(\rho\) follows \(\exp(E_a/k_BT)\) with a rough activation energy \(E_a=0.3\) eV, heating from 300 K to 358 K (85 °C) lowers the resistance by a factor of 6.6, to about 0.73 MΩ. The geometric factor is unchanged, so the formula still applies with \(\rho\) at the temperature of use.

**Drift.** If the amorphous resistivity grows with time as \(t^{0.1}\), a rough typical exponent, it rises by \(10^{0.1}=1.26\) per decade of time. The saturated resistance rises in the same proportion.

**Nonlinearity.** A trap spacing of 5 nm gives \(F_0=0.103\) MV/cm and \(x=0.81\). The contact field is thus not small against \(F_0\), yet the full hopping integral gives a current only 3.4% above the ohmic one; the leading-order estimate is 3.6%. The excess is modest because the field falls as \(1/r^2\) and the correction carries a small coefficient. The voltage scale \(aF_0\) is about 0.21 V, so a read at several tenths of a volt would need the full integral. The contact field is about one sixth of a rough threshold-switching field of 0.5 MV/cm. These figures are rough, because the local law is applied where the ohmic field falls to 0.64 of its contact value within one trap spacing. Also, \(r^2F\) is not constant in the hopping solution, so the shell then holds a net charge, about a tenth of the charge on the tip in this example; its effect on the local law is ignored. They hold for the hemispherical tip only: on a flat disc the ohmic field diverges at the rim, where \(h\to0\).

**Series resistance.** For \(\rho_c=0.01\) Ω cm, the crystalline term \(\rho_c/(2\pi b)\) is 318 Ω. A cylindrical heater of radius \(a\), length 100 nm and resistivity 1 mΩ cm adds 796 Ω. Together they are about 0.02% of \(R\). The 318 Ω figure is for a distant concentric electrode. A planar top electrode at a height of 55 to 80 nm gives about 0.1 to 0.2 kΩ, and a pillar of radius 55 nm and height 200 nm about 1.9 kΩ, still below 0.1% of \(R\).

**Self-heating.** The read power is 2.09 nW. Suppose that all this heat is released at the contact and leaves through the shell alone, with thermal conductivity \(\kappa=0.2\) W/(m K). The thermal resistance has the same geometric factor as \(R\), with \(1/\kappa\) in place of \(\rho\). The rise above the outer surface is then \(V^2/(\kappa\rho)=0.05\) K. Heat released farther out crosses fewer layers, so this is an upper estimate within the model.

## Use for real cells

The megaohm scale is reasonable for the high-resistance state of a mushroom cell, but the value is no prediction for a particular device. The amorphous resistivity depends on composition, preparation, temperature and age, and \(R\) is proportional to it. Of the effects sized here, heater shape, temperature and drift matter most for the 30 nm example read at 0.1 V: a flat heater raises the example by a factor of 1.95 at equal \(a\) and \(b\) (1.2 to 1.5 at equal contact area or equal thickness above the heater), operation at 85 °C lowers it by a factor of 6.6, and drift over three decades of time raises it by a factor of \(10^{0.3}\approx2.0\). The 180 nm row shows the mathematical approach to the limit; a dome that thick may not fit in the phase-change layer. Once the amorphous region reaches the top electrode or an insulating side wall, it is no longer a half-shell, and the field must be solved for the actual boundaries. Contact barriers and space charge are not sized here and can also change the low-field resistance.

## Computed values

```
INPUTS (rough typical values)
contact radius a = 20 nm
shell thickness u = 30 nm, outer radius b = 50 nm
amorphous resistivity = 100 ohm cm
crystalline resistivity = 0.01 ohm cm
read voltage = 0.1 V, temperature = 300 K
OHMIC MODEL
shell resistance R = 4.775 Mohm
same from finite elements = 4.775 Mohm
thick-shell limit = 7.958 Mohm
R / limit = 0.600
read current = 20.94 nA
contact field = 0.0833 MV/cm
outer-surface field = 0.0133 MV/cm
contact field, thick limit = 0.0500 MV/cm
THICKNESS u (nm), R (Mohm), slab estimate (Mohm), R/limit
   5    1.592    1.989   0.200
  10    2.653    3.979   0.333
  20    3.979    7.958   0.500
  30    4.775   11.937   0.600
  60    5.968   23.873   0.750
 180    7.162   71.620   0.900
FINITE-ELEMENT CHECKS
largest potential error / V = 1.4e-04
thin shell u/a = 0.01: R / slab = 0.9901
thick shell b/a = 20: R / limit = 0.9499
NEGLECTED EFFECTS
flat disc heater, same a and b: R = 9.30 Mohm
flat disc / hemisphere = 1.95
trap spacing = 5 nm
hopping field scale F0 = 0.1034 MV/cm
contact field / F0 = 0.806
hopping current / ohmic current = 1.0340
leading-order estimate of it = 1.0357
rough threshold field = 0.5 MV/cm
contact field / threshold = 0.167
crystalline series resistance = 318 ohm
heater resistivity = 1.0 mohm cm
heater length = 100 nm
heater series resistance = 796 ohm
activation energy = 0.3 eV
R(300 K) / R(358 K) = 6.58
drift exponent = 0.1
drift factor per decade of time = 1.26
read power = 2.09 nW
amorphous thermal conductivity = 0.2 W/(m K)
self-heating, upper estimate = 0.050 K
```
